# Thermally activated defect hopping: the harmonic rate and its first correction

## A box with one low wall

Let a particle of mass \(m\) move on a line in a flat-bottomed box of width \(w\). The left wall is infinitely high and the right wall is a step of height \(E\). The particle exchanges energy with its surroundings and is in thermal equilibrium inside the box. The algebra uses atomic units, so \(\hbar=1\), and \(\tau=k_{\mathrm B}T\) denotes the thermal energy.

The probability per unit length of finding the particle at the right wall is \(1/w\), and its velocity has the Maxwell distribution

\[
f(v)=\sqrt{\frac{m}{2\pi\tau}}\;e^{-mv^2/2\tau}.
\]

Particles with velocity \(v>0\) strike the right wall at the rate \(v f(v)\,dv/w\). The rate of all strikes is therefore

\[
\nu_{\rm box}=\frac1w\int_0^\infty v f(v)\,dv
=\frac1w\sqrt{\frac{m}{2\pi\tau}}\;\frac{\tau}{m}
=\frac1w\sqrt{\frac{\tau}{2\pi m}} .
\]

A strike leads to escape if \(mv^2/2>E\). Raising the lower limit of the integral to \(\sqrt{2E/m}\) multiplies it by \(e^{-E/\tau}\), so the escape rate is

\[
k_{\rm box}=\nu_{\rm box}\,e^{-E/\tau}.
\]

Here both factors can be read directly: \(\nu_{\rm box}\) counts attempts, and \(e^{-E/\tau}\) is the fraction of attempts with enough energy. A defect in a crystal sits in a curved well instead. The exponential survives, but the prefactor becomes an approximation with corrections in powers of \(\tau/E\).

## The rate out of a smooth well

Let the potential \(V(x)\) be zero at the bottom of the well and \(E\) at the saddle \(x_b\). In equilibrium the probability density at the saddle is \(e^{-E/\tau}/\int e^{-V/\tau}dx\), with the integral taken over one well. Multiplying by the forward flux per unit density, \(\int_0^\infty vf\,dv=\sqrt{\tau/2\pi m}\), gives

\[
k=\sqrt{\frac{\tau}{2\pi m}}\;\frac{e^{-E/\tau}}{\displaystyle\int_{\rm well}e^{-V(x)/\tau}\,dx}. \tag{1}
\]

This assumes classical motion, equilibrium in the well up to the saddle, and that each forward crossing is a completed hop. The last assumption is relaxed below.

Take the periodic potential

\[
V(x)=\frac E2\left(1-\cos\varphi\right),\qquad \varphi=\frac{2\pi x}{a},
\]

and define \(\lambda=E/\tau\), which is large. The well integral is

\[
I=\frac{a}{2\pi}\int_{-\pi}^{\pi}\exp\!\left[-\frac\lambda2(1-\cos\varphi)\right]d\varphi .
\]

The integrand is concentrated within \(|\varphi|\sim\lambda^{-1/2}\), so the exponent may be expanded:

\[
-\frac\lambda2(1-\cos\varphi)=-\frac{\lambda\varphi^2}{4}+\frac{\lambda\varphi^4}{48}-\frac{\lambda\varphi^6}{1440}+\dots
\]

The limits can be moved to \(\pm\infty\) at the cost of exponentially small terms. The leading Gaussian has variance \(2/\lambda\) and integral \(\sqrt{4\pi/\lambda}\).

**Leading order.** Keeping the Gaussian alone,

\[
k_0=\sqrt{\frac{\tau}{2\pi m}}\;\frac{2\pi}{a}\sqrt{\frac{E}{4\pi\tau}}\;e^{-\lambda}
=\frac1a\sqrt{\frac{E}{2m}}\;e^{-\lambda}.
\]

The vibration frequency at the bottom follows from \(m\omega_0^2=V''(0)=(E/2)(2\pi/a)^2\), which gives \(\omega_0/2\pi=a^{-1}\sqrt{E/2m}\). Hence

\[
k_0=\frac{\omega_0}{2\pi}\,e^{-E/\tau}. \tag{2}
\]

The factor \(\sqrt\tau\) in the flux has cancelled against the thermal width of the well. In the box the width was fixed, so that factor remained.

**First correction.** For a Gaussian of variance \(2/\lambda\), \(\langle\varphi^4\rangle=3(2/\lambda)^2=12/\lambda^2\). The quartic term multiplies \(I\) by

\[
1+\frac{\lambda}{48}\,\frac{12}{\lambda^2}=1+\frac1{4\lambda}.
\]

Since \(I\) stands in the denominator,

\[
k=\frac{\omega_0}{2\pi}\,e^{-E/\tau}\left[1-\frac{\tau}{4E}+O\!\left(\frac{\tau^2}{E^2}\right)\right]. \tag{3}
\]

The sign has a simple origin. The cosine well is softer than its parabola away from the bottom, so the particle spends more of its time there and less at the saddle.

**Size of the next term.** At second order the sextic term contributes \(-(\lambda/1440)(120/\lambda^3)=-1/12\lambda^2\). Half the square of the quartic term contributes \(\tfrac12(\lambda/48)^2(1680/\lambda^4)=35/96\lambda^2\). Their sum is \(9/32\lambda^2\). Inverting \(1+1/4\lambda+9/32\lambda^2\) gives the second-order term \(1/16\lambda^2-9/32\lambda^2=-7/32\lambda^2\).

For \(\lambda=11.605\), the first correction is \(-0.02154\) and the second is \(-0.00162\), giving a ratio \(k/k_0\) of 0.9768. Numerical integration of (1) gives 0.9764. The harmonic rate is thus about 2% too high in this model.

## What the attempt frequency contains

A defect also moves sideways to its path. Let one sideways coordinate \(y\) have stiffness \(K_w\) at the well and \(K_s\) at the saddle. Equilibrium now requires an integral over \(y\) in both places. The saddle contributes \(\sqrt{2\pi\tau/K_s}\) to the numerator and the well contributes \(\sqrt{2\pi\tau/K_w}\) to the denominator. To leading order the rate is multiplied by

\[
\sqrt{\frac{K_w}{K_s}}=\frac{\omega_w}{\omega_s}.
\]

Each further independent sideways mode gives another such factor. A narrow saddle lowers the rate and a wide one raises it. The attempt frequency is therefore a combination of vibration frequencies and need not equal any one of them.

A two-dimensional integration tested this with \(K_s=2K_w\) and \(\lambda\) four times 11.605. It gave 0.7070, against \(1/\sqrt2=0.7071\). The agreement is closer than \(1/4\lambda\) would suggest, and the reason can be found. The stiffness used was \(K_w[1+(1-\cos\varphi)/2]\approx K_w(1+\varphi^2/4)\), so the integral over \(y\) varies as \(1-\varphi^2/8\). With \(\langle\varphi^2\rangle=2/\lambda\), this changes the well integral by \(-1/4\lambda\), which cancels the \(+1/4\lambda\) from the cosine. The cancellation belongs to this choice of stiffness.

Finally, a site has several exits. If \(z\) equivalent exits each have prefactor \(\nu_1\), the total hop rate is

\[
\Gamma=\nu_0\,e^{-E/\tau},\qquad \nu_0=z\nu_1. \tag{4}
\]

Here \(\nu_0\) denotes the prefactor summed over all exits. The convention matters because a quoted attempt frequency may refer to either quantity.

## The estimate at 300 K

Take \(E=0.30\) eV and \(\nu_0=10^{13}\) per second. At 300 K, \(\tau=0.02585\) eV, so

\[
\lambda=\frac{0.30}{0.02585}=11.605,\qquad e^{-\lambda}=9.125\times10^{-6},
\]

\[
\Gamma=10^{13}\times9.125\times10^{-6}\approx9.1\times10^{7}\ \text{per second}.
\]

This is one hundred million hops per second in round figures. If \(10^{13}\) per second belonged to each of four exits, the total would be \(3.65\times10^8\) per second.

With a constant rate, the probability \(S\) of still being on the same site obeys \(dS/dt=-\Gamma S\), so \(S=e^{-\Gamma t}\). The mean wait is \(\int_0^\infty S\,dt=1/\Gamma\), or 11 ns. One hop occurs for about \(1.1\times10^5\) periods of the attempt frequency.

The estimate is far more sensitive to the barrier than to the correction in (3). With \(\nu_0\) and temperature fixed, a barrier change of \(\tau\ln10=0.0595\) eV changes the rate tenfold, and lowering the barrier by 0.05 eV raises the rate by a factor of 6.9. With \(E\) and \(\nu_0\) fixed, warming to 400 K gives \(1.7\times10^9\) per second, about 18 times the rate at 300 K.

## Recrossing at the saddle

Friction can turn a particle back after it has crossed. Near the saddle let \(q=x-x_b\), and let \(\omega_b\) measure the downward curvature:

\[
\dot q=v,\qquad \dot v=\omega_b^2q-\gamma v+\xi(t),\qquad
\langle\xi(t)\xi(t')\rangle=\frac{2\gamma\tau}{m}\,\delta(t-t').
\]

The noise strength is the one that maintains the Maxwell distribution. Without noise, \(q\propto e^{st}\) requires \(s^2+\gamma s-\omega_b^2=0\), whose positive root is

\[
s=\sqrt{\omega_b^2+\frac{\gamma^2}{4}}-\frac\gamma2 .
\]

The combination \(A=v+(s+\gamma)q\) isolates the growing motion. Using \(\omega_b^2=s(s+\gamma)\),

\[
\dot A=s(s+\gamma)q-\gamma v+(s+\gamma)v+\xi=sA+\xi .
\]

A particle starting at \(q=0\) with velocity \(v\) therefore has \(A(t)e^{-st}\to v+\eta\), where \(\eta=\int_0^\infty e^{-st}\xi\,dt\) is Gaussian with variance

\[
\sigma^2=\frac{2\gamma\tau}{m}\,\frac1{2s}=\frac{\gamma\tau}{ms}.
\]

It ends on the right if \(v+\eta>0\), with probability \(P(v)\). The net flux of particles that end on the right is proportional to \(\int_{-\infty}^{\infty}vf(v)P(v)\,dv\). A path from left to right contributes one net crossing, and a path that begins and ends on the right contributes none.

Let \(\sigma_v^2=\tau/m\). Since \(vf=-\sigma_v^2f'\), integration by parts gives

\[
\int vfP\,dv=\sigma_v^2\int f\,P'\,dv=\frac{\sigma_v^2}{\sqrt{2\pi(\sigma_v^2+\sigma^2)}} ,
\]

because \(P'\) is a Gaussian of variance \(\sigma^2\). Without recrossing the flux was \(\sigma_v/\sqrt{2\pi}\). The ratio is

\[
\kappa=\frac{1}{\sqrt{1+\gamma/s}}=\sqrt{\frac{s}{s+\gamma}}=\frac{s}{\omega_b}
=\sqrt{1+\left(\frac{\gamma}{2\omega_b}\right)^2}-\frac{\gamma}{2\omega_b}. \tag{5}
\]

For weak friction \(\kappa\approx1-\gamma/2\omega_b\), and for strong friction \(\kappa\approx\omega_b/\gamma\).

At \(\gamma=\omega_b\), (5) gives 0.618. A numerical solution of the full position-velocity equation in the cosine potential, at \(\lambda=11.605\), gives 0.601 relative to the harmonic rate. The difference is about 3% of the value from (5). Most of it is matched by the well correction, since \(0.618\times0.9764=0.603\). The remaining 0.5% comes from the departure of the barrier from a parabola; this part grows with friction and reaches about 2%, as large as the well correction, at \(\gamma=10\omega_b\). Friction with \(\gamma=\omega_b\) would lower the estimate to about \(5.5\times10^7\) per second.

Very weak friction causes two other failures. Energies near the saddle are refilled too slowly to keep the well in equilibrium there, which lowers the rate of escape. A particle that does escape may cross several wells before it settles. During one passage at energy close to \(E\), the energy lost is approximately

\[
\gamma\int mv\,dx=\gamma\sqrt{2mE}\int_{-a/2}^{a/2}\cos\frac{\pi x}{a}\,dx
=\gamma\sqrt{2mE}\,\frac{2a}{\pi}=\frac{4\gamma E}{\omega_0},
\]

where \(a=\pi\sqrt{2E/m}/\omega_0\) was used. Settling in the next well requires this loss to be much larger than \(\tau\), so \(\gamma/\omega_0\gg1/4\lambda\), which is 0.0215 here. In the cosine potential at this \(\lambda\), about 55% of hops end in the next well at \(\gamma/\omega_0=0.0215\), 87% at 0.1 and 99% at 0.3, and the rate is about 0.39, 0.78 and 0.83 of the harmonic value.

## The first quantum correction

Let a mode have frequency \(\omega\) and set \(u=\omega/\tau\). The classical partition function of the well is \(1/u\). The quantum one is \(\sum_n e^{-u(n+1/2)}=1/[2\sinh(u/2)]\). The rate is inversely proportional to this function, so quantization of the well multiplies it by

\[
Q_w=\frac{\sinh(u/2)}{u/2}.
\]

The zero-point energy raises the particle towards the saddle.

For tunnelling, approximate the barrier top by a parabola of the same frequency. In scaled variables \(H=\tfrac{\omega}{2}(p^2-q^2)\), with energy \(\epsilon\) measured from the top. Put \(X=(p+q)/\sqrt2\) and \(P=(p-q)/\sqrt2\). Then \([X,P]=i\) and \(H=\tfrac\omega2(XP+PX)\). Classically \(X\) grows and \(P\) decays, so \(P>0\) labels arrival from the left, and the sign of \(X\) labels the side of departure.

With \(X=i\,d/dP\), the state arriving from the left is \(P^{-1/2-i\epsilon/\omega}\) for \(P>0\) and zero for \(P<0\). Its transform is

\[
\int_0^\infty P^{-1/2-i\epsilon/\omega}e^{iPX}dP\;\propto\;(-iX)^{-1/2+i\epsilon/\omega}.
\]

Since \(-iX=|X|e^{\mp i\pi/2}\) for \(X\gtrless0\), the amplitudes have magnitudes proportional to \(e^{\pm\pi\epsilon/2\omega}\). The ratio of transmitted to reflected probability is \(e^{2\pi\epsilon/\omega}\), and the transmission is \(1/(1+e^{-2\pi\epsilon/\omega})\).

The classical flux integral \(\int_0^\infty e^{-\epsilon/\tau}d\epsilon/\tau\) equals 1. With \(r=\epsilon/\tau\) and \(g=e^{-2\pi r/u}\), its quantum replacement is

\[
Q_b=\int_{-\infty}^{\infty}\frac{e^{-r}\,dr}{1+e^{-2\pi r/u}}
=\frac{u}{2\pi}\int_0^\infty\frac{g^{u/2\pi-1}}{1+g}\,dg=\frac{u/2}{\sin(u/2)},
\]

by the standard integral \(\int_0^\infty g^{b-1}/(1+g)\,dg=\pi/\sin\pi b\) for \(0<b<1\). It requires \(u<2\pi\). At lower temperature the parabolic approximation fails, because tunnelling far below the top dominates.

Both factors begin as \(1+u^2/24\), so the first quantum correction is \(+u^2/12\). For an illustrative mode with \(\omega/2\pi=10^{13}\) per second, \(u=1.600\) at 300 K. The first correction gives 1.21, while the product \(Q_wQ_b=1.110\times1.115\) gives 1.24. These factors are for a harmonic well and a parabolic barrier; with the cosine well and barrier at \(\lambda=11.605\) the product is 1.23. The quantum correction has the opposite sign to the well correction in (3), and for this mode it is larger. Its size depends strongly on the frequency. If \(\nu_0=10^{13}\) per second is shared among four exits, the mode has \(2.5\times10^{12}\) per second, \(u=0.40\), and the factor is only 1.013, a smaller correction than the one in (3).

## From hops to distance

Let the defect be a vacancy on the diamond lattice with bond length \(d\). The four steps available from a site sum to zero, and those from a neighbouring site are their negatives. Whatever the earlier path, the next step therefore has zero mean. In \(\langle|\sum_i\mathbf s_i|^2\rangle\) all cross terms vanish, leaving \(Nd^2\) after \(N\) hops. The mean number of hops in time \(t\) is \(\Gamma t\), so

\[
\langle R^2\rangle=\Gamma t\,d^2=6Dt,\qquad D=\frac{\Gamma d^2}{6}.
\]

With \(d=2.35\) angstrom, \(D=8.4\times10^7\) angstrom\(^2\)/s, or \(8.4\times10^{-9}\) cm\(^2\)/s. Without traps, the root-mean-square distance in one second would be \(2.2\times10^4\) angstrom, or about 2.2 micrometres.

Now add absorbing spheres of radius \(R_c\) and density \(n_t\). Around one sphere the steady concentration obeys \((r^2c')'=0\). With \(c(R_c)=0\) and \(c\to c_\infty\) far away, \(c=c_\infty(1-R_c/r)\). The inflow is \(4\pi R_c^2Dc'(R_c)=4\pi R_cDc_\infty\), so each defect is captured at the rate

\[
k_c=4\pi R_cDn_t .
\]

For \(R_c=5\) angstrom and \(n_t=10^{18}\) per cm\(^3\), which is \(10^{-6}\) per cubic angstrom,

\[
k_c=4\pi\times5\times8.4\times10^7\times10^{-6}\approx5.3\times10^3\ \text{per second}.
\]

In this dilute, continuous-diffusion estimate, the mean time before capture is 0.19 ms. It contains about \(1.7\times10^4\) hops and gives a distance scale of \(2.35\sqrt{1.73\times10^4}\approx310\) angstrom.

The formula assumes widely spaced traps and a capture radius much larger than one hop. The second condition is met only roughly here, since \(R_c\) is about two bond lengths, so the capture time, hop count and distance are estimates. On the diamond lattice, absorbing all sites within 5 angstrom acts like a radius of 4.3 to 4.6 angstrom, depending on where the trap is centred, which lowers \(k_c\) by 9 to 14% and raises the distance to about 330 angstrom. The slowest decay rate in a spherical cell around one trap is 1.16 times the formula at this density, and 1.015 times at a density 1000 times lower. The excess falls about tenfold as the spacing grows tenfold, as expected for a correction of order \(R_c\) divided by the spacing. The cell represents evenly spaced traps. For randomly placed traps, such as oxygen, the leading excess is instead about \(\sqrt{4\pi R_c^3n_t}\), or 4% at this density.

## Beside a vacancy in silicon

The barrier of 0.30 eV is of the size found for a vacancy in silicon. That barrier depends on charge state and is very roughly 0.2 to 0.45 eV. At 300 K, with \(\nu_0\) held at \(10^{13}\) per second, that range gives rates from \(4.4\times10^9\) down to \(2.8\times10^5\) per second. The rate thus changes by a factor of about \(1.6\times10^4\) across this range, far more than the friction and quantum factors found here would change it. An oxygen content near \(10^{18}\) per cm\(^3\) is a rough value for crucible-grown silicon; the capture radius is assumed, and capture is taken as permanent. Real material breaks the assumption of a trap-free crystal. In this model, that reduces the distance scale from about 22,000 angstrom in one second to about 310 angstrom before capture, while the hop rate before capture is unchanged. The one-dimensional corrections indicate sizes and are not a calculation of the silicon vacancy itself. The numerical output lists the values used.

## Computed results

```
Barrier: 0.30 eV
Total prefactor: 1.0e+13 1/s
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Barrier divided by kT: 11.605
Boltzmann factor: 9.125e-06
Total hop rate: 9.125e+07 1/s
Mean wait: 1.096e-08 s
Prefactor divided by hop rate: 1.096e+05
Barrier change for tenfold rate: 0.0595 eV
Cosine flux / harmonic rate: 0.9764
Leading error estimate kT/(4E): 0.0215
Sideways-mode flux factor at 4B: 0.7070
Sideways-mode harmonic factor: 0.7071
Bond length: 2.35 angstrom
Diffusivity: 8.399e+07 angstrom2/s
Diffusivity: 8.399e-09 cm2/s
Trap-free rms distance in 1 s: 2.245e+04 angstrom
Trap-free rms distance in 1 s: 2245 nm
Rate at 0.20 eV, 300 K: 4.367e+09 1/s
Rate at 0.25 eV, 300 K: 6.312e+08 1/s
Rate at 0.35 eV, 300 K: 1.319e+07 1/s
Rate at 0.45 eV, 300 K: 2.756e+05 1/s
Factor for barrier lower by 0.05 eV: 6.92
Rate at 0.30 eV, 400 K: 1.660e+09 1/s
Rate if each of 4 exits has 1e13/s: 3.650e+08 1/s
Friction factor, formula, gamma=omega_b: 0.6180
Friction factor, full dynamics: 0.6007
Illustrative mode frequency: 1.0e+13 1/s
Mode quantum divided by kT: 1.600
Quantum well factor: 1.1101
Barrier tunnelling factor: 1.1152
Combined quantum factor: 1.2379
Oxygen trap density: 1.0e+18 1/cm3
Assumed capture radius: 5.0 angstrom
Capture rate, dilute formula: 5.277e+03 1/s
Mean time before capture: 1.895e-04 s
Mean hops before capture: 1.729e+04
Distance scale before capture: 309 angstrom
Cell capture rate / dilute formula: 1.1641
Same ratio at 1000 times lower density: 1.0145
```
